Ballistic Current of One Parabolic Two-Dimensional Subband: Natori's Formula

**1. What scaling and symmetry fix**

Electrons in a thin transistor channel move along x, from source to drain, and freely along the width y. They occupy one subband whose bottom E₀(x) has a single highest value E_top between the contacts. No carrier scatters, and a carrier crosses the barrier if and only if its energy of motion along x exceeds E_top. We seek J, the net number of electrons crossing per unit time and unit width.

Let m_x and m_y be the masses along and across the current, T the thermal energy (Boltzmann's constant times temperature), and μ_S the source chemical potential. Consider first the flux J_S injected by the source alone.

Lengths along x and y may be measured in independent units. Changing the unit along x changes the numerical value of m_x, but not the number of electrons crossing per unit time and width. The crossing rule contains an energy and no length along x, so nothing can compensate a change of m_x. Hence J_S does not depend on m_x.

The remaining quantities are m_y, T, ħ and the ratio η_S = (μ_S − E_top)/T. Try J_S ∝ m_y^α T^β ħ^γ. The mass m_y has units energy·time²/length_y², ħ has energy·time, and J_S has 1/(time·length_y). Matching powers gives

length_y: −2α = −1, so α = 1/2
time: 2α + γ = −1, so γ = −2
energy: α + β + γ = 0, so β = 3/2.

Therefore J_S = (√m_y T^(3/2)/ħ²) Φ(η_S), with Φ a dimensionless function.

For a given barrier the flux is a sum over independent carriers, so source and drain contributions add. Reversing k_x turns one into the other with opposite sign, and the crossing rule is the same in both directions. Thus

J = (√m_y T^(3/2)/ħ²) [Φ(η_S) − Φ(η_D)],   (1)

where η_D = (μ_D − E_top)/T. What remains is to find Φ, including its numerical factor.

**2. Occupation at the barrier top**

From here on we use atomic units, ħ = m_e = e = 1. The energy is

E = E₀(x) + k_x²/(2m_x) + k_y²/(2m_y).   (2)

Each k state holds two spins, and g equivalent valleys have the same masses and orientation. The drain bias V is written as a positive energy, μ_S − μ_D = V, so that η_D = η_S − V/T. Electrons then flow from source to drain, and the conventional current flows the other way with magnitude eJ per width.

The width direction is uniform, so k_y is conserved. With m_y constant along the channel, the transverse energy k_y²/(2m_y) is conserved too, and so is

E_x = E₀(x) + k_x²/(2m_x).   (3)

If m_y varied with x, the transverse energy would change along the path. Each k_y would then have its own effective barrier, whose top may lie at a different x, and the result below need not hold.

In a steady state without collisions, the occupation is constant along a classical trajectory. Follow a carrier found at the barrier top with k_x > 0 backwards in time. Its E_x exceeds E_top, hence E₀(x) everywhere, so by (3) k_x never vanishes and the carrier never turned round. It came from the source. Likewise, a carrier at the top with k_x < 0 came from the drain. If the contacts are in equilibrium and absorb every carrier that reaches them, the occupations at the top are

k_x > 0: f_S = 1/[1 + exp(ε/T − η_S)]
k_x < 0: f_D = 1/[1 + exp(ε/T − η_D)],   (4)

where ε = k_x²/(2m_x) + k_y²/(2m_y) is the kinetic energy at the top. Carriers with E_x < E_top do not reach this plane and contribute nothing to the flux through it. Since the steady flux is the same at every x, evaluating it at the top gives the flux of the whole device.

**3. The flux integral**

The density of k states per area is 1/(2π)², and the velocity along x is ∂E/∂k_x = k_x/m_x. With the spin and valley factors, the source flux is

J_S = [2g/(2π)²] ∫_{−∞}^{∞} dk_y ∫₀^∞ dk_x (k_x/m_x) f_S.   (5)

Set ε_x = k_x²/(2m_x). Then dε_x = (k_x/m_x) dk_x: the velocity cancels the one-dimensional density of states, and m_x disappears as the scaling argument requires. Since 2g/(4π²) = g/(2π²),

J_S = [g/(2π²)] ∫_{−∞}^{∞} dk_y ∫₀^∞ dε_x f_S.   (6)

The occupation depends only on ε = ε_x + k_y²/(2m_y). At fixed k_y, dε_x = dε, so we may use (ε, k_y) as variables with unit Jacobian. The condition ε_x ≥ 0 becomes k_y² ≤ 2m_yε. At fixed ε, k_y therefore runs from −√(2m_yε) to +√(2m_yε), an interval of length 2√(2m_yε). Hence

J_S = [g/(2π²)] ∫₀^∞ 2√(2m_yε) f_S dε
  = [g√(2m_y)/π²] ∫₀^∞ √ε f_S dε.   (7)

The square root counts transverse modes: g√(2m_yε)/π of them per unit width are open at kinetic energy ε, apart from spin. This count produces the order one half.

Put ε = Tx, with x now a dimensionless integration variable. Then √ε dε = T^(3/2) √x dx. Define

F(η) = ∫₀^∞ √x dx/[1 + exp(x − η)],   (8)
A = g√(2m_y) T^(3/2)/π².   (9)

Equation (7) becomes J_S = A F(η_S). For the drain, the integral over k_x < 0 gives the same magnitude with η_D and the opposite sign of velocity. Therefore

J = A [F(η_S) − F(η_D)].   (10)

This is Natori's ballistic current for one subband. It has the form (1) with Φ = g√2 F/π². In SI units, with k_B the Boltzmann constant, θ the absolute temperature and m_y in kilograms, the current per width is

I/W = [e g √(2m_y) (k_Bθ)^(3/2)/(π²ħ²)] [F(η_S) − F(η_D)].   (11)

The integral (8) carries no normalizing factor. The normalized Fermi-Dirac integral is F/Γ(3/2), with Γ(3/2) = √π/2; if it is used, A must be multiplied by √π/2.

Direct integration over k_x and k_y agrees with (10) within a relative tolerance of 10⁻⁷ for three pairs (η_S, η_D), each with three choices of masses. One of these choices changes m_x alone.

**4. The charge condition**

Equation (10) takes E_top as given. In a transistor the barrier moves with the gate and drain biases, so electrostatics must supply another relation. We adopt the fixed-charge model: the gate fixes the electron density n at the barrier top, and the drain bias does not change it. This requires that the drain not couple electrostatically to the barrier top, and that the gate capacitance per area C be small compared with the quantum capacitance e² ∂n/∂μ_S there. The second condition arises because lowering the barrier by ΔE lowers the gate-induced density by CΔE/e². For dilute carriers the quantum capacitance falls in proportion to n. A thin gate dielectric then fixes E_top rather than n, and the results at fixed n do not apply.

To find n, integrate (4) without the velocity. Write k_x = √m_x p cos φ and k_y = √m_y p sin φ. Then ε = p²/2 and d²k = √(m_xm_y) p dp dφ = √(m_xm_y) dε dφ. The half plane k_x > 0 covers an angle π, so the source half holds

n_S = [g/(2π²)] √(m_xm_y) π ∫₀^∞ f_S dε.

The antiderivative of 1/[1 + exp(x − η)] is −ln[1 + exp(η − x)], so the energy integral is T ln(1 + e^{η_S}). Adding the drain half,

n = N [ln(1 + e^{η_S}) + ln(1 + e^{η_D})],
N = g√(m_xm_y) T/(2π).   (12)

Let r = n/N, a = e^{−V/T} and z = e^{η_S}, so that e^{η_D} = az. Exponentiating (12) gives (1 + z)(1 + az) = e^r, or

az² + (1 + a)z − (e^r − 1) = 0.   (13)

The product of the roots is −(e^r − 1)/a, which is negative, so exactly one root is positive. With

S = √[(1 + a)² + 4a(e^r − 1)] = √[(1 − a)² + 4ae^r],

it is z = [S − (1 + a)]/(2a). Multiplying numerator and denominator by S + 1 + a, and using S² − (1 + a)² = 4a(e^r − 1), gives a form that remains regular as a → 0:

z = 2(e^r − 1)/(1 + a + S).   (14)

At zero bias a = 1 and S = 2e^{r/2}, so z = e^{r/2} − 1. At a bias large enough that ae^r ≪ 1, that is, with V exceeding rT by several T, a → 0 and S → 1, so

η_S → ln(e^r − 1).   (15)

The drain half is then empty and the source half must hold all the charge. The barrier therefore moves down relative to μ_S as the drain bias rises. The flux saturates at A F[ln(e^r − 1)].

**5. Limits**

Small bias. Let η₀ be the common value of η_S and η_D at V = 0. A small bias changes them by δη_S and δη_D, with δη_S − δη_D = V/T. To first order (10) gives

J = A F′(η₀)(δη_S − δη_D) = A F′(η₀) V/T.

The barrier shift moves both arguments equally and cancels at this order. To find F′, note that the η derivative of the occupation in (8) is minus its x derivative. Integration by parts, with vanishing boundary terms, gives F′(η) = (1/2)∫₀^∞ x^(−1/2) dx/[1 + exp(x − η)]. Thus

J/V → [A/(2T)] ∫₀^∞ x^(−1/2) dx/[1 + exp(x − η₀)].   (16)

Dilute carriers at saturation. For e^{η_S} ≪ 1 the occupation is e^{η_S − x}, so F → (√π/2)e^{η_S}, while (12) gives n → N e^{η_S}. From (9) and (12),

A/N = [g√(2m_y) T^(3/2)/π²] · 2π/[g√(m_xm_y) T] = (2/π)√(2T/m_x).   (17)

The mean velocity at the barrier top is therefore

J/n → (√π/2)(2/π)√(2T/m_x) = √[2T/(πm_x)].   (18)

The mass m_x returns because the density, unlike the flux, depends on it. At fixed E_top the current is independent of m_x; at fixed n it is not.

Degenerate carriers at saturation. For η_S ≫ 1 the occupation is nearly a step, so F → (2/3)η_S^(3/2) and n → Nη_S. With (17),

J/n → (2/3)(2/π)√(2Tη_S/m_x) = [4/(3π)] v_F,   (19)

where v_F = √[2(μ_S − E_top)/m_x] is the Fermi velocity along x. The next term of the low-temperature expansion follows from the Sommerfeld rule, which adds (π²/6) d√x/dx at x = η_S, that is, π²/(12√η_S). Relative to the leading term,

F ≈ (2/3)η_S^(3/2) [1 + π²/(8η_S²)].   (20)

By contrast, ln(1 + e^{η_S}) differs from η_S by only ln(1 + e^{−η_S}), which is exponentially small. At fixed density Tη_S is therefore nearly constant, and so is the leading term of the flux, which is proportional to (Tη_S)^(3/2). Within this collisionless model at fixed n, heating a degenerate saturated channel raises the flux through the correction in (20), by a relative amount proportional to T² as long as T ≪ μ_S − E_top. Scattering, which grows with temperature in a real channel, is not included.

**6. A worked case**

Take the round model parameters m_x = 0.2, m_y = 0.4, g = 2, a temperature of 300 K and n = 0.001 Å⁻². Then T = 0.025852 eV and N = 3.0545×10⁻⁴ Å⁻², so r = 0.001/(3.0545×10⁻⁴) = 3.274. The flux scale is ħA = 2.7292×10⁻⁴ eV/Å; multiplying a flux per width by ħ gives energy per length.

At V = 0.10 eV, a = exp(−0.10/0.025852) = 0.0209. With e^r = 26.41,

S = √(0.9791² + 4 × 0.0209 × 26.41) = 1.779,
z = 2 × 25.41/(1.0209 + 1.779) = 18.15.

Hence η_S = 2.899 and η_D = 2.899 − 3.868 = −0.969. The integrals are F(η_S) = 3.812 and F(η_D) = 0.299, so

ħJ = 2.7292×10⁻⁴ × (3.812 − 0.299) = 9.59×10⁻⁴ eV/Å.

At V = 0.50 eV the drain integral is about 9×10⁻⁸, negligible beside F(η_S) = 4.372. The flux is ħJ = 1.193×10⁻³ eV/Å, equivalent to a current per width of about 2.90×10³ A/m. At 0.20 eV it is already within 0.7% of this value.

Removing the drain flux accounts for only part of the saturated current. Between zero bias and 0.50 eV, E_top − μ_S falls from −0.037 to −0.084 eV, and F(η_S) rises from 1.814 to 4.372. Had the barrier stayed at its zero-bias position, the saturated flux would have been smaller by the factor 4.372/1.814 = 2.41. This factor belongs to strictly fixed n; with a finite gate capacitance n drops as the barrier falls, and the factor is smaller.

At small bias (16) gives ħJ/V = 0.01136 Å⁻¹. The flux at 0.02 eV gives 2.259×10⁻⁴/0.02 = 0.01129 Å⁻¹, lower by 0.6%.

The mean velocity at 0.50 eV is ħJ/n = 1.193 eV·Å, or 1.81×10⁵ m/s. The dilute limit (18) would give 0.792 eV·Å. For the degenerate limit at the same density, set η_S = r in (19). Its ratio to (18) is [4/(3π)]√(πr) = 1.361, which gives 1.078 eV·Å. The computed value exceeds both. With η_S = r, the correction factor in (20) is 1 + π²/(8 × 3.274²) = 1.115. It raises 1.078 to 1.20 eV·Å, slightly above the computed value.

**7. Replacing the step by quantum transmission**

The unit step ignores tunnelling below the barrier top and reflection above it. If 𝒯(E_x) is the quantum transmission probability, (6) is replaced by

J_q = [g/(2π²)] ∫dE_x 𝒯(E_x) ∫dk_y (f_S − f_D),   (21)

with the occupations evaluated at total energy E_x + k_y²/(2m_y). For V > 0, f_S exceeds f_D at every energy. Tunnelling therefore adds to the flux and reflection above the top subtracts from it.

Consider the smooth profile

E₀(x) = h sech²(x/L) − V[1 + tanh(x/L)]/2,   (22)

with h = 0.30 eV and V = 0.20 eV. In terms of s = tanh(x/L) it is h(1 − s²) − V(1 + s)/2. Its derivative with respect to s vanishes at s = −V/(4h) = −1/6, so

E_top = 0.30 × 35/36 − 0.10 × 5/6 = 0.208 eV

above the source band edge. This height does not depend on L.

With x = Lξ, the kinetic term of the Schrödinger equation becomes −[1/(2m_xL²)] d²/dξ², while the potential as a function of ξ is unchanged. The length thus enters through 1/(m_xL²) alone. If the thermally averaged current has a regular expansion in this parameter, its first correction to (10) falls as 1/L².

Numerical solution of the scattering problem, with η_S taken from (14), gives an excess of J_q over (10), relative to (10), of 5.4% at L = 50 Å, 1.4% at 100 Å, 0.34% at 200 Å and 0.085% at 400 Å. The ratio of the last two is 4.00, as the inverse-square law predicts. The positive sign shows that in this case tunnelling outweighs reflection above the barrier. Here L is a shape parameter of the profile, not a gate length. Both fluxes are computed with the same E_top − μ_S, fixed by the classical condition (14); the density is not recomputed from the quantum states. The percentages belong to the profile (22) and to the masses, valley degeneracy, temperature, barrier height, bias and value of n used here.

This calculation tests the step approximation alone. Scattering that returns carriers across the barrier top invalidates (4), as do contacts that reflect carriers back into the channel. Several subbands that do not mix contribute a sum of terms like (10), each with its own E_top, and their densities must satisfy the charge condition together. The numerical output below lists the values for all the biases.

Computed values

```
mass along current m_x = 0.2 m_e, across m_y = 0.4 m_e
valley degeneracy g = 2, temperature = 300 K
thermal energy T = 0.025852 eV
density n = 0.001000 1/angstrom^2
density scale N = 3.054473e-04 1/angstrom^2
ratio r = n/N = 3.27389
hbar*A = 2.729229e-04 eV/angstrom
Fixed density; bias in eV, E_top-mu_S in eV, hbar*J in eV/angstrom
bias  eta_S    eta_D     E_top-mu_S  F(eta_S)  F(eta_D)    hbar*J
0.00  1.42056    1.42056  -0.036724  1.81411  1.8141e+00  0.00000e+00
0.02  1.79266    1.01902  -0.046344  2.24143  1.4138e+00  2.25888e-04
0.05  2.29038    0.35630  -0.059211  2.89471  8.9121e-01  5.46800e-04
0.10  2.89869   -0.96948  -0.074937  3.81222  2.9855e-01  9.58961e-04
0.20  3.22395   -4.51240  -0.083346  4.35274  9.6863e-03  1.18532e-03
0.50  3.23529  -16.10557  -0.083639  4.37219  8.9740e-08  1.19327e-03
saturated eta_S = ln(exp(r)-1) = 3.23529
current per width at 0.5 eV bias = 2904.6 A/m
hbar*J/n at that bias = 1.19327 eV*angstrom
J/n at that bias = 1.8129e+05 m/s
dilute limit hbar*v = 0.79186 eV*angstrom
small-bias hbar*J/bias = 1.136088e-02 1/angstrom
k-space/formula - 1 at that bias = -4.4e-16
Scattering test: height parameter 0.30 eV, bias 0.20 eV
barrier top above source band edge = 0.20833 eV
length  50 angstrom: scattering/formula - 1 = 0.05430
length 100 angstrom: scattering/formula - 1 = 0.01365
length 200 angstrom: scattering/formula - 1 = 0.00341
length 400 angstrom: scattering/formula - 1 = 0.00085
excess ratio, 200 to 400 angstrom = 4.000
```
